\section*{Two derivations of the collisional space-charge law for ion sheaths}

\section{The choice that depends on the law}

A calculation of sputtering, etching or film growth may have to turn an ion current density $J$ and a sheath voltage $V$ into a sheath width $s$. One must decide whether the ions fall freely or collide on the way to the wall. Free fall gives $J\propto V^{3/2}/s^2$, hence $s\propto V^{3/4}$ at fixed current. Many collisions with a constant mean free path $\lambda$ give
\begin{equation}
J=\frac{2}{3}\left(\frac53\right)^{3/2}\frac{1}{4\pi}
\left(\frac{2\lambda}{\pi M}\right)^{1/2}\frac{V^{3/2}}{s^{5/2}},
\qquad \lambda\ll s,
\label{eq:law}
\end{equation}
hence $s\propto V^{3/5}$ at fixed current and path. The choice also affects the predicted energy with which ions strike the surface. The power of $V$ in the current is the same in both laws; collisions change the power of $s$, and $\lambda^{1/2}$ supplies the missing length.

The algebra uses atomic units, in which $4\pi\varepsilon_0=e=1$. Ions have charge 1 and mass $M$. The coordinate $x$ runs from the plasma edge, $x=0$, to the wall, $x=s$. The positive function $\Phi(x)$ is the potential drop already crossed, so $\Phi(0)=0$, $\Phi(s)=V$, and the field $E=\Phi'$ pushes ions toward the wall.

The model is steady and planar. There are no electrons and no ionization in the sheath, and ions enter with negligible speed and field. Each collision is a charge exchange with a cold gas atom: the fast ion becomes a fast neutral and a new ion starts from rest. The path $\lambda$ does not depend on energy. With ion density $n$, Poisson's equation is
\begin{equation}
\Phi''=E'=4\pi n .
\label{eq:poisson}
\end{equation}
Charge exchange replaces ions without changing their number, so $J$ is the same at every $x$.

\section{First derivation: a local drift speed}

\subsection{Drift in a uniform field}

Between collisions an ion starts from rest with acceleration $E/M$. A flight of length $l=Et^2/(2M)$ lasts $t=(2Ml/E)^{1/2}$. Flight lengths have probability density $e^{-l/\lambda}/\lambda$ and mean $\lambda$. With $q=l/\lambda$, the mean duration is
\begin{equation}
\langle t\rangle=\left(\frac{2M\lambda}{E}\right)^{1/2}
\int_0^\infty q^{1/2}e^{-q}\,dq
=\frac{\sqrt\pi}{2}\left(\frac{2M\lambda}{E}\right)^{1/2}.
\end{equation}
Over many flights, distance divided by time tends to mean length divided by mean duration:
\begin{equation}
u=\frac{\lambda}{\langle t\rangle}
=\frac{2\lambda}{\sqrt\pi}\left(\frac{E}{2M\lambda}\right)^{1/2}
=aE^{1/2},\qquad a=\left(\frac{2\lambda}{\pi M}\right)^{1/2}.
\label{eq:drift}
\end{equation}
A stronger field shortens the flights in time, so the speed grows as the square root of the field.

The numerical factor depends on the spread of speeds. Ions at a given point that were born a distance $y$ upstream carry the fraction $e^{-y/\lambda}dy/\lambda$ of the flux and have $v^2=2Ey/M$. Dividing flux by $v$ gives density. Since $dy=Mv\,dv/E$, the density of speeds is proportional to $e^{-Mv^2/(2E\lambda)}$ for $v>0$. This half-Gaussian has $\langle v^2\rangle=E\lambda/M=(\pi/2)u^2$. Collisions remove momentum at the rate $M\langle v^2\rangle/\lambda=(\pi/2)Mu^2/\lambda$ per ion, which balances $E$. A fluid model with drag $Mu^2/\lambda$ would omit the factor $\pi/2$ and overestimate $u$ by the factor $(\pi/2)^{1/2}$.

\subsection{Space charge}

Now let $E$ vary slowly over one path, and use \eqref{eq:drift} at each point. Then $n=J/u=J/(aE^{1/2})$, and \eqref{eq:poisson} becomes
\begin{equation}
E^{1/2}E'=\frac{4\pi J}{a}.
\end{equation}
The left side is the derivative of $(2/3)E^{3/2}$. Integration from $E(0)=0$ gives
\begin{equation}
E^{3/2}=\frac{6\pi J}{a}x,\qquad
E=\left(\frac{6\pi J}{a}\right)^{2/3}x^{2/3}.
\label{eq:field}
\end{equation}
A second integration gives the voltage:
\begin{equation}
V=\int_0^sE\,dx
=\frac35\left(\frac{6\pi J}{a}\right)^{2/3}s^{5/3}
=\frac35E(s)s .
\label{eq:voltage}
\end{equation}
Multiplying by $5/3$ and raising to the power $3/2$ yields
\begin{equation}
\left(\frac{5V}{3}\right)^{3/2}=\frac{6\pi J}{a}s^{5/2}
\quad\Longrightarrow\quad
J=\frac{a}{6\pi}\left(\frac53\right)^{3/2}\frac{V^{3/2}}{s^{5/2}} .
\end{equation}
Since $1/(6\pi)=(2/3)/(4\pi)$, this is \eqref{eq:law}.

By \eqref{eq:field}, the relative change of field over one path is $\lambda E'/E=2\lambda/(3x)$. The local assumption is therefore good deep in the sheath and fails within about one path of the edge. There the local density diverges as $x^{-1/3}$, but its integral is finite, so this layer does not control the leading law.

\subsection{A constant path is not a constant mobility}

For a general drift law $u=bE^p$ with $p>-1$, the same steps give
\begin{align}
E^pE'&=\frac{4\pi J}{b},&
E^{p+1}&=\frac{4\pi(p+1)J}{b}x,&
V&=\frac{p+1}{p+2}E(s)s .
\end{align}
Inserting $E(s)=(p+2)V/[(p+1)s]$ into the middle equation at $x=s$ gives
\begin{equation}
J=\frac{b}{4\pi(p+1)}
\left(\frac{p+2}{p+1}\right)^{p+1}\frac{V^{p+1}}{s^{p+2}} .
\end{equation}
A constant path has $p=1/2$. A constant mobility has $p=1$ and leads to $V^2/s^3$. The word ``collisional'' alone does not select a sheath law.

\section{Second derivation: counting ions by birthplace}

\subsection{The nonlocal equation}

This derivation uses no drift speed. In a layer $dx'$, collisions create an ion flux $J\,dx'/\lambda$ from rest. The fraction $e^{-(x-x')/\lambda}$ reaches $x$ without another collision. Energy conservation gives its speed,
\begin{equation}
v(x',x)=\left\{\frac{2[\Phi(x)-\Phi(x')]}{M}\right\}^{1/2}.
\end{equation}
Ions from the plasma edge that have not collided carry the flux $Je^{-x/\lambda}$. Dividing each flux by its speed and adding gives
\begin{equation}
n(x)=J\left[\frac{e^{-x/\lambda}}{v(0,x)}
+\int_0^x\frac{e^{-(x-x')/\lambda}}{v(x',x)}\frac{dx'}{\lambda}\right].
\label{eq:birth}
\end{equation}
The flux fractions sum to $e^{-x/\lambda}+(1-e^{-x/\lambda})=1$, as constant current requires.

\subsection{The voltage power at any collisionality}

Set $\xi=x/\lambda$, $\Phi=P\psi(\xi)$ and $N=s/\lambda$. In \eqref{eq:poisson} the left side becomes $P\psi''/\lambda^2$, and each inverse speed contributes $(M/2)^{1/2}P^{-1/2}$. The choice
\begin{equation}
P^{3/2}=4\pi J\lambda^2(M/2)^{1/2}
\end{equation}
therefore removes all parameters:
\begin{equation}
\psi''(\xi)=\frac{e^{-\xi}}{\sqrt{\psi(\xi)}}
+\int_0^\xi\frac{e^{-(\xi-\eta)}\,d\eta}
{\sqrt{\psi(\xi)-\psi(\eta)}},\quad \psi(0)=\psi'(0)=0.
\label{eq:universal}
\end{equation}
The wall condition $V=P\psi(N)$ gives $V^{3/2}=4\pi J\lambda^2(M/2)^{1/2}\psi(N)^{3/2}$. Solving for $J$ and writing $\lambda^2=s^2/N^2$,
\begin{equation}
J=\frac1{4\pi}\left(\frac2M\right)^{1/2}\frac{V^{3/2}}{s^2}G(N),
\qquad G(N)=\frac{N^2}{\psi(N)^{3/2}} .
\label{eq:G}
\end{equation}
Since $G$ contains no voltage, $J\propto V^{3/2}$ at fixed $s$ and $\lambda$ for any number of collisions in this model. If every potential is multiplied by $k$, every speed grows by $k^{1/2}$ while the collision positions keep the same statistics. Poisson's equation needs a density larger by $k$, so the current grows by $k^{3/2}$. A gas temperature or a fixed collision time would introduce a speed or time scale and break this argument.

\subsection{Few collisions}

For $\xi\ll1$ the first term of \eqref{eq:universal} dominates and $\psi''=\psi^{-1/2}$. Multiplication by $\psi'$ and integration give $\psi'^2/2=2\psi^{1/2}$, or $\psi'=2\psi^{1/4}$. A further integration gives $(4/3)\psi^{3/4}=2\xi$, so $\psi=(3\xi/2)^{4/3}$ and $G=4/9$. This is the free-fall Child law. With this $\psi$, the first term scales as $\xi^{-2/3}$ and the integral as $\xi^{1/3}$, which confirms that the neglected part is smaller by a factor of order $\xi$.

\subsection{Many collisions}

For $\xi\gg1$ the edge term is exponentially small, and the integral comes from births a few paths upstream. With $y=\xi-\eta$,
\begin{align}
\psi(\xi)-\psi(\xi-y)&=\psi'y-\tfrac12\psi''y^2+\cdots,\\
[\psi(\xi)-\psi(\xi-y)]^{-1/2}
&=(\psi'y)^{-1/2}\left[1+\frac{\psi''y}{4\psi'}+\cdots\right].
\end{align}
The integrals of $e^{-y}y^{-1/2}$ and $e^{-y}y^{1/2}$ from zero to infinity are $\sqrt\pi$ and $\sqrt\pi/2$. Hence
\begin{equation}
\psi''=\left(\frac{\pi}{\psi'}\right)^{1/2}
\left[1+\frac{\psi''}{8\psi'}+\cdots\right].
\label{eq:gradient}
\end{equation}
At leading order $\psi'^{1/2}\psi''=\sqrt\pi$. Two integrations give
\begin{equation}
\psi'=B\xi^{2/3},\qquad \psi=\frac35B\xi^{5/3},\qquad
B=\left(\frac{3\sqrt\pi}{2}\right)^{2/3}.
\end{equation}
Integration constants from the edge layer are of lower order. Since $B^{3/2}=3\sqrt\pi/2$,
\begin{equation}
G(N)\simeq\frac{N^2}{(3/5)^{3/2}(3\sqrt\pi/2)N^{5/2}}
=\frac23\left(\frac53\right)^{3/2}\frac1{\sqrt{\pi N}} .
\label{eq:Glocal}
\end{equation}
Substitution in \eqref{eq:G}, with $N^{-1/2}=(\lambda/s)^{1/2}$, again gives \eqref{eq:law}.

\subsection{The first correction}

The leading solution has $\psi''/\psi'=2/(3\xi)$, so the bracket in \eqref{eq:gradient} is $1+1/(12\xi)$. Integration now gives
\begin{equation}
\frac23\psi'^{3/2}=\sqrt\pi\left[\xi+\frac{\ln\xi}{12}+C+\cdots\right],
\end{equation}
where the constant $C$ records the edge layer. Taking the power $2/3$,
\begin{equation}
\psi'=B\xi^{2/3}\left[1+\frac{2}{3\xi}
\left(\frac{\ln\xi}{12}+C\right)+\cdots\right].
\end{equation}
Because $\int_0^N\xi^{-1/3}\ln\xi\,d\xi=(3/2)N^{2/3}(\ln N-3/2)$, a second integration gives
\begin{equation}
\psi(N)=\frac35BN^{5/3}\left\{1+\frac{5}{3N}
\left[\frac{\ln N-3/2}{12}+C\right]+\cdots\right\}.
\end{equation}
The current contains $\psi^{-3/2}$. If $J_{\rm loc}$ denotes the right side of \eqref{eq:law},
\begin{equation}
\frac{J}{J_{\rm loc}}=1-\frac{5}{2N}
\left[\frac{\ln N-3/2}{12}+C\right]+\cdots .
\label{eq:correction}
\end{equation}

\section{Where the local law becomes usable}

Equation \eqref{eq:universal} was solved by fixed-point iteration. The smooth ratio $\psi/\xi^{4/3}$ was represented by cubic splines in $\xi^{1/3}$, and the birthplace integral was evaluated by Gauss--Legendre quadrature. The local width power at fixed $V$ and $\lambda$ follows from $J\propto\psi(N)^{-3/2}$:
\begin{equation}
\frac{d\ln J}{d\ln s}=-\frac32\frac{N\psi'(N)}{\psi(N)} .
\end{equation}
\begin{center}
\begin{tabular}{rccc}
$N$ & $G$ & $J/J_{\rm loc}$ & width power\\
0.1 & 0.4375 & 0.171 & $-2.015$\\
1 & 0.3870 & 0.478 & $-2.121$\\
5 & 0.2765 & 0.764 & $-2.304$\\
10 & 0.2184 & 0.853 & $-2.374$\\
50 & 0.1098 & 0.960 & $-2.464$\\
1000 & 0.0255 & 0.997 & $-2.497$
\end{tabular}
\end{center}
The two limiting forms of $G$ are equal near $N=3.3$, but neither is accurate there. At $N=5$ the free-fall law exceeds the nonlocal current by 61\%, and the local law exceeds it by 31\%. In this range $G(N)$ itself should be used.

The deficit $1-J/J_{\rm loc}$ at $N=8000$ gives $C\approx0.65$ when inserted in \eqref{eq:correction}. The corrected formula then gives 0.957 at $N=50$, against 0.960 from the full solution. At this width $C$ outweighs the logarithmic term, so most of the correction comes from the edge layer.

\section{A worked sheath}

Take round model parameters: $M=70000$ electron masses, a voltage drop of 500 eV per unit charge, $\lambda=10^6$ angstrom and $s=5\times10^7$ angstrom. Then $N=50$. After conversion of the inputs to atomic units, the free-fall law, $G=4/9$, gives $J_{\rm free}=1.668\times10^{-18}$ atomic units. The two collisional currents follow from the ratios of $G$:
\begin{align}
J_{\rm loc}&=J_{\rm free}\,\frac94\,\frac23
\left(\frac53\right)^{3/2}\frac1{\sqrt{50\pi}}
=4.295\times10^{-19},\\
J&=J_{\rm free}\,\frac94(0.10985)=4.122\times10^{-19},
\end{align}
both in atomic units. The local value is 1.016 A/m$^2$; it is 4.2\% above the nonlocal one. This difference belongs to the idealized entry. Here $P=0.62$ eV and the drop over the first path is only 1.2 eV, less than the electron temperature of a few eV in a typical discharge. An ion entry energy of 1.5 eV removes most of the difference, an entry field of about $0.1\,V/s$ shifts the current by a similar amount in the opposite direction, and electrons would fill the first few paths. The leading law is changed only at this few-percent level by such an entry, but the constant $C$ should not be carried over to a real plasma edge.

The wrong choice of law matters much more. If the nonlocal current and the voltage were known and the free-fall law were used to infer the width, the result would be $s(J_{\rm free}/J)^{1/2}=s/(0.247)^{1/2}=2.0\,s$, twice the model's width.

The local wall field follows from \eqref{eq:voltage}:
\begin{equation}
E(s)=\frac{5V}{3s}=\frac{5(500)}{3(5\times10^7)}
=1.667\times10^{-5}\ \text{eV/angstrom}.
\end{equation}
An arriving ion keeps the energy gained since its last collision. In a uniform field its mean over the arriving flux is $\int_0^\infty Ey\,e^{-y/\lambda}dy/\lambda=E\lambda$, here 16.7 eV. The nonlocal solution gives a wall field of $1.643\times10^{-5}$ eV/angstrom and a mean impact energy of 16.2 eV. The lower energy has two sources: the wall field is smaller, and the field was weaker upstream. Expanding the potential drop gives $E\lambda-E'\lambda^2\simeq E\lambda[1-2/(3N)]$, or $16.43(1-0.0133)=16.2$ eV. Thus this 500 eV model sheath, with $N=50$, delivers ions with about 3\% of the full energy on average; all the rest passes to fast neutrals, because each collision in this model hands over the ion's whole energy.

\section{What each derivation assumes}

Both derivations rest on the model stated at the start. The first adds local equilibrium between speed and field. It is short, and it extends at once to other drift laws, but it cannot determine its own error at the edge. The second keeps the flight history of each ion. It needs no local equilibrium, includes free fall, and shows that the voltage power does not depend on $N$. Its price is an integral equation, and it is tied to the chosen collision rule: scattering that leaves ions moving would require a different birth term and could change the numerical factor.

The shared assumptions set the remaining limits. A cold gas requires $E\lambda\gg T$, with $T$ the gas temperature in energy units. Inserting $E=(5V/3s)(x/s)^{2/3}$ shows that this fails for
\begin{equation}
\frac{x}{s}\lesssim\left(\frac{3Ts}{5V\lambda}\right)^{3/2}.
\end{equation}
High voltage keeps this layer thin, but at fixed $V$ and $T$ it widens as $\lambda/s$ falls. Thermal motion also lowers the drift speed outside the layer, so a thin layer alone does not guarantee a small error in the current. The useful range is therefore $T/V\ll\lambda/s\ll1$. An entry field comparable with $V/s$, an energy-dependent path, ionization in the sheath or a voltage that varies during the ion transit also lies outside \eqref{eq:law}; much smaller entry fields and speeds already change the correction \eqref{eq:correction}. Ionization becomes harder to neglect as $N$ grows: a secondary electron from the wall ionizes about $N\sigma_{\rm iz}/\sigma_{\rm cx}$ times while crossing, where $\sigma_{\rm iz}$ and $\sigma_{\rm cx}$ are the ionization and charge-exchange cross sections. For an argon-like gas at 500 V and $N=50$ this number is of order two to three, so a wall that emits secondary electrons can add a sizeable ion current inside the sheath.
